\section*{Stability and accuracy of a Maxwell–Bloch scheme for a cavity, part 1}

(Sections cited here and not found follow in the second part.)

\section{Maxwell--Bloch equations on a one-dimensional Yee grid}

\subsection{Definitions and conventions}

Rydberg atomic units are used: $\hbar=1$, $m_e=\tfrac12$, $e^2=2$, $4\pi\varepsilon_0=1$, $c=2/\alpha=274.0720$, with lengths in bohr, energies and frequencies in Ry ($13.60569$ eV), times in units of $48.3777$ as and fields in units of $3.6361\times10^{11}$ V/m. Perfect mirrors stand at $z=0$ and $z=L$. The classical fields $E$ (along $x$) and $H\equiv cB$ (along $y$) depend on $z$ and $t$ only. Since $1/\varepsilon_0=4\pi$, the curl equations with polarisation current $J=\partial_tP$ are
\begin{equation}
\partial_tE=-c\,\partial_zH-4\pi J,\qquad \partial_tH=-c\,\partial_zE,\qquad E(0)=E(L)=0 .
\label{maxwell}
\end{equation}
The cavity holds a uniform density $N$ of two-level emitters with frequency $\omega_0$ and real dipole $d=e\,x_{12}=\sqrt2\,x_{12}$. Each emitter feels the macroscopic field (no local-field correction), and no rotating-wave approximation is made, so $\hat H=\tfrac12\omega_0\sigma_z-dE\sigma_x$. With $\dot\sigma=i[\hat H,\sigma]$ and $[\sigma_x,\sigma_y]=2i\sigma_z$ (cyclic),
\begin{align}
\dot\sigma_x&=\tfrac{i}{2}\omega_0(2i\sigma_y)=-\omega_0\sigma_y,\nonumber\\
\dot\sigma_y&=\tfrac{i}{2}\omega_0(-2i\sigma_x)-idE(2i\sigma_z)=\omega_0\sigma_x+2dE\sigma_z,\nonumber\\
\dot\sigma_z&=-idE(-2i\sigma_y)=-2dE\sigma_y .\nonumber
\end{align}
The Bloch vector is $\mathbf r=(u,v,w)=\langle\boldsymbol\sigma\rangle$, with ground state $w=-1$. Adding relaxation rates $\gamma_1$ and $\gamma_2\ge\gamma_1/2$ gives
\begin{equation}
\dot u=-\omega_0v-\gamma_2u,\quad \dot v=\omega_0u+2dEw-\gamma_2v,\quad \dot w=-2dEv-\gamma_1(1+w).
\label{bloch}
\end{equation}
Then $P=Ndu$ and $J=-Nd(\omega_0v+\gamma_2u)$. The coupling strength enters through $\omega_p^2\equiv8\pi Nd^2\omega_0$.

\subsection{Continuum properties}

Let $W=\int_0^L[(E^2+H^2)/8\pi+N\omega_0(1+w)/2]\,dz$ be the energy per unit area. From \eqref{maxwell}, $\partial_t(E^2+H^2)/8\pi=-(c/4\pi)\partial_z(EH)-EJ$, and the flux term integrates to zero because $E$ vanishes on the mirrors. The field gains $-EJ=NdE(\omega_0v+\gamma_2u)$ and the matter gains $-N\omega_0dEv-N\omega_0\gamma_1(1+w)/2$. The terms in $Ev$ cancel:
\begin{equation}
\dot W=\int_0^L\big[\gamma_2EP-\tfrac12N\omega_0\gamma_1(1+w)\big]dz .
\label{contbal}
\end{equation}
The second term is the loss by decay. The first arises because dephasing destroys $P$ while the interaction energy $-EP$ is nonzero. It is work exchanged with the dephasing bath and has no fixed sign, so $W$ need not fall monotonically.

For weak fields $w=-1$ up to second order in $E$. With time dependence $e^{-i\omega t}$, \eqref{bloch} becomes $(\gamma_2-i\omega)u=-\omega_0v$ and $(\gamma_2-i\omega)v=\omega_0u-2dE$. Multiplying the first by $\gamma_2-i\omega$ and inserting the second gives $u=2d\omega_0E/[\omega_0^2-(\omega+i\gamma_2)^2]$, so $\epsilon=1+4\pi P/E=1+\omega_p^2/[\omega_0^2-(\omega+i\gamma_2)^2]$. A mode $E\propto\sin kz$, $k=m\pi/L$, obeys $\omega^2\epsilon=\omega_c^2$ with $\omega_c=ck$, that is
\begin{equation}
(\omega^2-\omega_c^2)\big[(\omega+i\gamma_2)^2-\omega_0^2\big]=\omega_p^2\omega^2 .
\label{contdisp}
\end{equation}
For $\gamma_2=0$ this is a quadratic in $\omega^2$ whose roots have $\omega_+^2+\omega_-^2=\omega_c^2+\omega_0^2+\omega_p^2$ and $\omega_+\omega_-=\omega_c\omega_0$. Adding or subtracting twice the product gives $(\omega_+\mp\omega_-)^2=(\omega_c\mp\omega_0)^2+\omega_p^2$. At resonance, $\omega_c=\omega_0$,
\begin{equation}
\omega_\pm=\sqrt{\omega_0^2+\omega_p^2/4}\pm\omega_p/2 ,
\label{exact}
\end{equation}
and the splitting is exactly $\omega_p$ at any coupling strength.

The Tavis--Cummings model gives the same splitting. A mode $\hat E=\mathcal E\sin kz\,(\hat a+\hat a^\dagger)$ in volume $V$ holds half its zero-point energy in $E$, so $\mathcal E^2V/16\pi=\omega_0/4$ and $\mathcal E^2=4\pi\omega_0/V$. With $g_j=d\mathcal E\sin kz_j$ and the average $\tfrac12$ of $\sin^2$, $\sum_jg_j^2=2\pi Nd^2\omega_0=\omega_p^2/4$. The photon couples only to the combination $\sum_jg_j|j\rangle$, with strength $(\sum_jg_j^2)^{1/2}$, which gives $\omega_0\pm\omega_p/2$. The centre lies lower than in \eqref{exact} by about $\omega_p^2/8\omega_0$, because the model omits the counter-rotating terms and the self-energy of the polarisation (the $P^2$ term of the dipole gauge), which would move the centre by $-\omega_p^2/8\omega_0$ and $+\omega_p^2/4\omega_0$. Its energies are recovered from \eqref{contdisp} by replacing $\omega$ by $\omega_0$ wherever it is not subtracted from $\omega_0$. With $\nu=\omega-\omega_0$ this gives $4\omega_0^2\,\nu(\nu+i\gamma_2)=\omega_p^2\omega_0^2$, so $\nu=-i\gamma_2/2\pm\tfrac12\sqrt{\omega_p^2-\gamma_2^2}$. In this approximation the splitting closes at $\gamma_2=\omega_p$. The full equation \eqref{contdisp} rounds this off: for $\omega_p/\omega_0=0.095$ the real parts of its two roots still differ by $0.22\,\omega_p$ at $\gamma_2=\omega_p$ and by $0.06\,\omega_p$ at $\gamma_2=1.5\,\omega_p$.

\subsection{The staggered scheme}

Take $\Delta z=L/M$. The field $E_j^n$ lives at $z=j\Delta z$, $t=n\Delta t$, with $E_0=E_M=0$; $H_{j+1/2}^{n+1/2}$ lives half a cell and half a step away. Define $(\delta E)_{j+1/2}=(E_{j+1}-E_j)/\Delta z$ and $(\delta H)_j=(H_{j+1/2}-H_{j-1/2})/\Delta z$. A centred update of $E$ needs $J$ at the nodes of $E$ and at half-integer times, so $\mathbf r_j^{\,n+1/2}$ is placed there. The step from $\mathbf r^-=\mathbf r^{\,n-1/2}$ to $\mathbf r^+=\mathbf r^{\,n+1/2}$ then has the known $E^n$ at its midpoint:
\begin{align}
E^{n+1}-E^n&=-\Delta t\,(c\,\delta H+4\pi J)^{n+1/2},\label{upE}\\
H^{n+1/2}-H^{n-1/2}&=-c\Delta t\,\delta E^n,\label{upH}\\
\mathbf r^+-\mathbf r^-&=\Delta t\,\mathbf f(\bar{\mathbf r},E^n),\qquad \bar{\mathbf r}=\tfrac12(\mathbf r^++\mathbf r^-),\label{upB}
\end{align}
where $\mathbf f$ is the right side of \eqref{bloch}. With $E^n$ fixed, \eqref{upB} is linear. Since $\mathbf r^+-\mathbf r^-=2(\bar{\mathbf r}-\mathbf r^-)$, with $h=\Delta t/2$, $R=2dE^n$, $\eta_i=1+h\gamma_i$, it reads
\begin{equation}
\eta_2\bar u=u^--h\omega_0\bar v,\quad \eta_1\bar w=w^--h\gamma_1-hR\bar v,\quad \eta_2\bar v=v^-+h\omega_0\bar u+hR\bar w .
\end{equation}
Inserting the first two into the third and collecting $\bar v$,
\begin{equation}
\bar v=\frac{v^-+h\omega_0u^-/\eta_2+hR(w^--h\gamma_1)/\eta_1}{\eta_2+h^2\omega_0^2/\eta_2+h^2R^2/\eta_1},
\end{equation}
after which $\bar u$, $\bar w$ and $\mathbf r^+=2\bar{\mathbf r}-\mathbf r^-$ follow. The denominator is at least 1, so no iteration is needed. One cycle is \eqref{upE}, then \eqref{upH} and \eqref{upB} with the new $E$.

Taylor expansion about the centre of each difference gives $[y(t+h)-y(t-h)]/\Delta t=\dot y+\Delta t^2\dddot y/24+\dots$ and $[y(t+h)+y(t-h)]/2=y+\Delta t^2\ddot y/8+\dots$, and likewise in $z$. The truncation error is $O(\Delta t^2+\Delta z^2)$. The values at $t=\Delta t/2$ are obtained by one step of length $\Delta t/2$ with $E^0$, whose error $O(\Delta t^2)$ is committed once. Using $H(0)$ and $\mathbf r(0)$ unchanged as half-step values commits an error $O(\Delta t)$ and reduces the run to first order.

Without damping $\mathbf f=\boldsymbol\Omega\times\bar{\mathbf r}$ with $\boldsymbol\Omega=(-R,0,\omega_0)$, so $|\mathbf r^+|^2-|\mathbf r^-|^2=2\bar{\mathbf r}\cdot(\mathbf r^+-\mathbf r^-)=0$ for every $\Delta t$. With damping, $|\mathbf r|\le1$ is not guaranteed: at $E=0$ the quantity $1+w$ is multiplied by $(1-h\gamma_1)/(1+h\gamma_1)$, which is negative for $\gamma_1\Delta t>2$.

The dimensionless parameters are $S=c\Delta t/\Delta z$, $p=\omega_p\Delta t/2$ and $q=\omega_0\Delta t/2$.

\subsection{Discrete energy balance}

Write $\langle\cdot,\cdot\rangle$ for the plain sum over grid points and $\|\cdot\|$ for its norm. For any $G$ on the half nodes,
\begin{equation}
\langle E,\delta G\rangle+\langle G,\delta E\rangle=0,
\label{sbp}
\end{equation}
because $G_{j+1/2}$ is multiplied by $(E_j-E_{j+1})/\Delta z$ in the first sum, using $E_0=E_M=0$, and by the opposite in the second. Define
\begin{equation}
W^{n+1/2}=\Delta z\Big[\frac{\langle E^n,E^{n+1}\rangle+\|H^{n+1/2}\|^2}{8\pi}+\frac{N\omega_0}{2}\sum_j\big(1+w_j^{n+1/2}\big)\Big].
\end{equation}
Let $\pm$ denote $n\pm\tfrac12$. Adding \eqref{upE} for two successive steps gives $E^{n+1}-E^{n-1}=-c\Delta t\,\delta(H^++H^-)-8\pi\Delta t\bar J$ with $\bar J=(J^++J^-)/2$. Hence
\begin{align}
\langle E^n,E^{n+1}-E^{n-1}\rangle&=-c\Delta t\langle E^n,\delta(H^++H^-)\rangle-8\pi\Delta t\langle E^n,\bar J\rangle,\nonumber\\
\|H^+\|^2-\|H^-\|^2&=\langle H^++H^-,H^+-H^-\rangle=-c\Delta t\langle H^++H^-,\delta E^n\rangle .\nonumber
\end{align}
The terms in $c$ cancel by \eqref{sbp}, and the field part changes by $-\Delta t\Delta z\langle E^n,\bar J\rangle$, with $\bar J=-Nd(\omega_0\bar v+\gamma_2\bar u)$. The third component of \eqref{upB} changes the matter part by $\Delta t\Delta z\sum_j[-N\omega_0dE^n\bar v-N\omega_0\gamma_1(1+\bar w)/2]$. The same $\bar v$ appears in both, so
\begin{equation}
W^{n+1/2}-W^{n-1/2}=\Delta t\Delta z\sum_j\big[\gamma_2NdE_j^n\bar u_j-\tfrac12N\omega_0\gamma_1(1+\bar w_j)\big].
\label{discbal}
\end{equation}
This copy of \eqref{contbal} is exact at any field strength. It relies on the midpoint rule, since another Bloch integrator does not in general change $w$ by the arithmetic mean $\bar v$. The product $E^nE^{n+1}$ also matters. Using $(E^{n+1})^2$ instead adds $E^{n+1}(E^{n+1}-E^n)\approx\Delta t\,E\dot E$, which for $E=A\cos\omega t$ has peak-to-peak swing $A^2\omega\Delta t$, a swing of about $2q$ relative to the total $A^2$ when the field holds all the energy, which signals no fault in the scheme.

\subsection{Stability}

The vectors $\sin(kj\Delta z)$, $m=1,\dots,M-1$, and $\cos(k(j+\tfrac12)\Delta z)$, $m=0,\dots,M-1$, are orthogonal bases for $E$ and $H$ with squared norm $M/2$ for $m\ge1$ (products of them reduce to geometric sums over roots of unity). The sum-to-product identities give $\delta\sin=K\cos$ and $\delta\cos=-K\sin$ with $K=(2/\Delta z)\sin(m\pi/2M)$. The largest value, at $m=M-1$, gives $\|\delta H\|\le(2/\Delta z)\cos(\pi/2M)\|H\|$. Define
\begin{equation}
\kappa=S^2\cos^2(\pi/2M)+p^2 .
\end{equation}

\paragraph{Nonlinear lossless case.} With $\bar E=(E^{n+1}+E^n)/2$ and $\Delta E=E^{n+1}-E^n$, $\langle E^n,E^{n+1}\rangle=\|\bar E\|^2-\|\Delta E/2\|^2$. Put $Y^2=2\pi N\omega_0\|v\|^2$. As $|\mathbf r|\le1$ is preserved, $v^2\le(1-w)(1+w)\le2(1+w)$, so $4\pi N\omega_0\sum(1+w)\ge Y^2$. From \eqref{upE},
\begin{equation}
\|\Delta E/2\|\le S\cos(\pi/2M)\|H\|+2\pi\Delta tNd\omega_0\|v\|=S\cos(\pi/2M)\|H\|+pY,
\end{equation}
since $2\pi\Delta tNd\omega_0/\sqrt{2\pi N\omega_0}=\Delta t\sqrt{2\pi Nd^2\omega_0}=p$. The Cauchy--Schwarz inequality gives $\|\Delta E/2\|^2\le\kappa(\|H\|^2+Y^2)$, and
\begin{equation}
8\pi W/\Delta z\ge\|\bar E\|^2+(1-\kappa)(\|H\|^2+Y^2).
\label{bound}
\end{equation}
For $\kappa<1$ the conserved $W$ bounds $\bar E$, $H$, $Y$, hence $\Delta E$ and $E^n$. This includes an initially inverted medium. The bound weakens as $\kappa\to1$, so close to the threshold the grid field, though bounded, can exceed the value that the stored energy would allow in the continuum. The frequency $\omega_0$ does not enter except through $\omega_p$; $q$ limits accuracy only.

\paragraph{Linear modes.} About the ground state let each quantity vary as $\lambda^{t/\Delta t}$, $\lambda=e^{-i\theta}$, in mode $m\ge1$. A difference over $\Delta t$ becomes $-ia$ with $a=(2/\Delta t)\sin(\theta/2)$, and a mean becomes $C=\cos(\theta/2)$:
\begin{align}
-ia\hat E&=cK\hat H+4\pi Nd(\omega_0\hat v+\gamma_2\hat u), & -ia\hat H&=-cK\hat E,\nonumber\\
\beta\hat u&=-\omega_0C\hat v, & \beta\hat v&=\omega_0C\hat u-2d\hat E,\nonumber
\end{align}
with $\beta=\gamma_2C-ia$. The last two are solved by $\hat u=2d\omega_0C\hat E/D$, $\hat v=-2d\beta\hat E/D$, where
\begin{equation}
D=\beta^2+\omega_0^2C^2=(\omega_0^2+\gamma_2^2)C^2-a^2-2i\gamma_2aC .
\end{equation}
Then $\omega_0\hat v+\gamma_2\hat u=2d\omega_0(\gamma_2C-\beta)\hat E/D=2id\omega_0a\hat E/D$, and the first equation becomes $-ia(1+\omega_p^2/D)\hat E=cK\hat H$. The determinant of the full system is $D$ times that of the remaining pair,
\begin{equation}
\Phi=(c^2K^2-a^2)D-\omega_p^2a^2=0 .
\label{Phi}
\end{equation}
As $\Delta t,\Delta z\to0$ this tends to \eqref{contdisp}. The remaining linear modes are harmless: uniform $H$ has $\lambda=1$, and $1+w$ has $|\lambda|=|1-h\gamma_1|/(1+h\gamma_1)\le1$.

For $\gamma_2=0$, multiply by $(\Delta t/2)^4$ and set $x=\sin^2(\theta/2)$, $s=S\sin(m\pi/2M)$:
\begin{equation}
f(x)=(x-s^2)\big[(1+q^2)x-q^2\big]-p^2x=0 .
\label{fx}
\end{equation}
Here $f(0)=s^2q^2>0$, $f(s^2)=-p^2s^2<0$ and $f(1)=1-s^2-p^2$. If $s^2+p^2<1$, one root lies in $(0,s^2)$ and one in $(s^2,1)$, giving four distinct $\lambda$ on the unit circle. If $s^2+p^2>1$, the upward parabola has a root $x>1$; then $\theta=\pi+i\eta$, $x=\cosh^2(\eta/2)$, and $|\lambda|=e^{\eta}=(\sqrt x+\sqrt{x-1})^2>1$. The worst mode is $m=M-1$, where $s^2+p^2=\kappa$, so the sufficient condition is sharp. With $p=S\omega_p\Delta z/2c$ the threshold is
\begin{equation}
S^*=\big[\cos^2(\pi/2M)+(\omega_p\Delta z/2c)^2\big]^{-1/2}.
\end{equation}
The choice $S=1$, dispersion-free in vacuum, fails when $\omega_p\Delta z/2c>\sin(\pi/2M)$, roughly $\omega_pL/\pi c>1$. The medium alone then drives the instability. Without damping $|v|\le1$ bounds $J$, and at $S=1$ every vacuum mode has $s<1$ and hence two distinct eigenvalues on the unit circle, so a bounded source makes the field grow at most linearly in time: the exponential growth must end once the emitters saturate.

The staggered scheme obeys an exact discrete energy balance, and without damping it is stable for $\kappa<1$, a threshold that the linear modes show to be sharp. Linear stability with damping, the grid error of the splitting and a worked example remain.

Numerical values quoted here were computed with a short program.
